# Resetting Negative Hop Barriers to Zero Spoils Equilibrium in Lattice Monte Carlo: verification in Python

```python
"""
Result under test: in lattice Monte Carlo with hop rates
    k_ij = nu * exp(-(S_ij - E_i)/kT),   S_ij = S_ji (saddle energy),
resetting a negative barrier S_ij - E_i to zero on its own destroys the
Boltzmann equilibrium, while lifting S_ij to max(S_ij, E_i, E_j), which raises
both barriers of the pair equally, preserves it.
Symbols: E_i configuration energy (eV), kT thermal energy (eV), nu attempt rate,
E0 intrinsic barrier in S_ij = E0 + (E_i + E_j)/2, c size of negative barrier.
Rules: "raw" keeps negative barriers, "reset" zeroes them singly,
"lifted" raises both barriers of the pair.
"""
import itertools
import random
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

KB = const.k / const.e                      # eV/K
CM = 100 * const.h * const.c / const.e      # eV per cm^-1
HARTREE = const.physical_constants["Hartree energy in eV"][0]


def rate_matrix(energy, saddle, kT, rule):
    """Off-diagonal hop rates in units of nu; saddle maps (i, j) to S_ij."""
    rates = np.zeros((len(energy), len(energy)))
    for (i, j), s in saddle.items():
        if rule == "lifted":
            s = max(s, energy[i], energy[j])
        for a, b in ((i, j), (j, i)):
            barrier = s - energy[a]
            if rule == "reset":
                barrier = max(barrier, 0.0)
            rates[a, b] = np.exp(-barrier / kT)
    return rates


def stationary(rates):
    """Stationary distribution by state elimination without subtractions."""
    k = rates.copy()
    n = len(k)
    for m in range(n - 1, 0, -1):
        k[:m, m] /= k[m, :m].sum()
        k[:m, :m] += np.outer(k[:m, m], k[m, :m])
    p = np.zeros(n)
    p[0] = 1.0
    for m in range(1, n):
        p[m] = p[:m] @ k[:m, m]
    return p / p.sum()


def generator(rates):
    off = rates - np.diag(np.diag(rates))
    return off - np.diag(off.sum(axis=1))


def boltzmann(energy, kT):
    w = np.exp(-(np.asarray(energy) - np.min(energy)) / kT)
    return w / w.sum()


def kinetic_monte_carlo(rates, steps, seed):
    """Rejection-free simulation; returns the fraction of time in each state."""
    rng = random.Random(seed)
    n = len(rates)
    total = [float(rates[i].sum()) for i in range(n)]
    cumulative = [np.cumsum(rates[i]).tolist() for i in range(n)]
    time_in = [0.0] * n
    state = 0
    for _ in range(steps):
        time_in[state] += rng.expovariate(total[state])
        pick = rng.random() * total[state]
        new = 0
        while new < n - 1 and cumulative[state][new] <= pick:
            new += 1
        state = new
    return np.array(time_in) / sum(time_in)


# ---- general claim on random networks, including saddles below both ends ----
T = 473.0
kT = KB * T
rng = np.random.default_rng(7)
both_negative = 0
trials = 200
smallest_deviation = np.inf
for _ in range(trials):
    energy = rng.uniform(0.0, 0.4, 6)
    saddle = {(i, j): 0.5 * (energy[i] + energy[j]) + rng.uniform(-0.15, 0.3)
              for i, j in itertools.combinations(range(6), 2)}
    both_negative += sum(s < min(energy[i], energy[j])
                         for (i, j), s in saddle.items())
    assert any(s < max(energy[i], energy[j]) for (i, j), s in saddle.items())
    pi = boltzmann(energy, kT)
    for rule in ("raw", "lifted"):
        p = stationary(rate_matrix(energy, saddle, kT, rule))
        assert np.allclose(p, pi, rtol=1e-9, atol=0)
    reset_rates = rate_matrix(energy, saddle, kT, "reset")
    drift = pi @ (generator(reset_rates) @ energy)
    Z = np.exp(-energy / kT).sum()
    predicted = 0.0
    for (i, j), s in saddle.items():
        low, high = sorted((energy[i], energy[j]))
        predicted += (high - low) / Z * (np.exp(-max(s, low) / kT)
                                         - np.exp(-max(s, high) / kT))
    assert drift > 0 and np.isclose(drift, predicted, rtol=1e-8, atol=1e-14)
    p = stationary(reset_rates)
    assert np.max(np.abs(p @ generator(reset_rates))) < 1e-12
    smallest_deviation = min(smallest_deviation, np.max(np.abs(p / pi - 1)))
assert both_negative > 0
assert smallest_deviation > 1e-6

# ---- worked example: proton on three oxygen sites, order A, H, B ----
A, H, B = 0, 1, 2
nu = 1.0e13
E = np.array([0.0, 0.80, 0.04])
E0 = {(A, H): 0.30, (H, B): 0.50}
E0_direct = 0.90
chain = {(i, j): e0 + 0.5 * (E[i] + E[j]) for (i, j), e0 in E0.items()}
loop = dict(chain)
loop[(A, B)] = E0_direct + 0.5 * (E[A] + E[B])
c = -(chain[(A, H)] - E[H])
assert c > 0 and chain[(H, B)] > E[H]
E_shifted = E + np.array([c, 0.0, 0.0])


def chain_occupancy(rule, temperature):
    t = KB * temperature
    return stationary(rate_matrix(E, chain, t, rule))


p_raw, p_reset, p_lifted = (chain_occupancy(r, T)
                            for r in ("raw", "reset", "lifted"))
pi = boltzmann(E, kT)
assert np.allclose(p_raw, pi, rtol=1e-9) and np.allclose(p_lifted, pi, rtol=1e-9)
assert np.allclose(p_reset, boltzmann(E_shifted, kT), rtol=1e-9, atol=0)
assert np.isclose(p_reset[H] / p_reset[A],
                  np.exp(-(E[H] - E[A] - c) / kT), rtol=1e-9)

steps = 400000
mc = {}
for rule, target in (("reset", boltzmann(E_shifted, kT)), ("lifted", pi)):
    mc[rule] = kinetic_monte_carlo(rate_matrix(E, chain, kT, rule), steps, 11)
    # several thousand A-B exchanges: statistical error is about 0.003
    assert abs(mc[rule][A] - target[A]) < 0.015

k_reset = rate_matrix(E, chain, kT, "reset")
k_lifted = rate_matrix(E, chain, kT, "lifted")
energy_drift = nu * (pi @ (generator(k_reset) @ E))
assert energy_drift > 0


def relaxation_time(rates):
    eigenvalues = np.sort(np.abs(np.linalg.eigvals(generator(rates))))
    return 1.0 / (nu * eigenvalues[1])


tau_lifted = relaxation_time(k_lifted)
tau_reset = relaxation_time(k_reset)
purge_time = 5.0
assert max(tau_lifted, tau_reset) < 0.01 * purge_time

# ---- closing the loop with a direct A-B hop ----
k_loop = rate_matrix(E, loop, kT, "reset")
p_loop = stationary(k_loop)
currents = [nu * (p_loop[i] * k_loop[i, j] - p_loop[j] * k_loop[j, i])
            for i, j in ((A, H), (H, B), (B, A))]
affinity = kT * np.log(k_loop[A, H] * k_loop[H, B] * k_loop[B, A]
                       / (k_loop[A, B] * k_loop[B, H] * k_loop[H, A]))
assert np.isclose(affinity, c, rtol=1e-9)
assert min(currents) > 0 and np.allclose(currents, currents[0], rtol=1e-5)
k_loop_lifted = rate_matrix(E, loop, kT, "lifted")
p_loop_lifted = stationary(k_loop_lifted)
assert np.allclose(p_loop_lifted, pi, rtol=1e-9)
for i, j in ((A, H), (H, B), (B, A)):
    gross = p_loop_lifted[i] * k_loop_lifted[i, j]
    assert abs(gross - p_loop_lifted[j] * k_loop_lifted[j, i]) < 1e-9 * gross

# ---- one-dimensional lattice gas: ring of 6 sites, 3 particles ----
bond, E0_gas, sites = 0.30, 0.10, 6
configs = list(itertools.combinations(range(sites), 3))
index = {cfg: n for n, cfg in enumerate(configs)}
bonds = np.array([sum((s + 1) % sites in cfg for s in cfg) for cfg in configs])
E_gas = -bond * bonds
saddle_gas = {}
for cfg in configs:
    for s in cfg:
        for target in ((s + 1) % sites, (s - 1) % sites):
            if target not in cfg:
                new = tuple(sorted(set(cfg) - {s} | {target}))
                i, j = sorted((index[cfg], index[new]))
                assert abs(bonds[i] - bonds[j]) <= 1
                saddle_gas[(i, j)] = E0_gas + 0.5 * (E_gas[i] + E_gas[j])
gas_reset = stationary(rate_matrix(E_gas, saddle_gas, kT, "reset"))
gas_lifted = stationary(rate_matrix(E_gas, saddle_gas, kT, "lifted"))
weak_bond = bond / 2 + E0_gas
assert np.allclose(gas_lifted, boltzmann(E_gas, kT), rtol=1e-9, atol=0)
assert np.allclose(gas_reset, boltzmann(-weak_bond * bonds, kT), rtol=1e-9, atol=0)
occupied = np.array([[s in cfg for s in range(sites)] for cfg in configs], float)
for p in (gas_reset, gas_lifted):
    assert np.allclose(p @ occupied, 0.5, rtol=1e-9)
broken_reset = gas_reset @ (bonds.max() - bonds)
broken_lifted = gas_lifted @ (bonds.max() - bonds)
assert broken_reset > 2 * broken_lifted

# ---- size of neglected effects for the example ----
# Tunnelling: thermal average of the transmission of a parabolic barrier, from
# the energy of H upward, relative to classical passage over the top.
barrier_wavenumber = 1000.0
u = barrier_wavenumber * CM / kT
depth = (chain[(H, B)] - E[H]) / kT
tunnel = quad(lambda x: np.exp(-x) / (1 + np.exp(-2 * np.pi * x / u)),
              -depth, 60, points=[0.0], limit=200)[0]
k_tunnel = k_loop_lifted.copy()
k_tunnel[H, B] *= tunnel
k_tunnel[B, H] *= tunnel
assert np.allclose(stationary(k_tunnel), pi, rtol=1e-9)

# Vibrational free energy if all O-H modes are softer at B than at A.
modes = np.array([3600.0, 900.0, 700.0])
softening = 0.05


def vibrational_free_energy(wavenumbers):
    q = wavenumbers * CM
    return np.sum(q / 2 + kT * np.log(-np.expm1(-q / kT)))


vib_shift = (vibrational_free_energy(modes * (1 - softening))
             - vibrational_free_energy(modes))
pA_vib = boltzmann(E + np.array([0, 0, vib_shift]), kT)[A]

# Repulsion by a second proton, felt at A only, mean permittivity at surface.
permittivity, distance_nm = 100.0, 0.6
repulsion = const.e / (4 * np.pi * const.epsilon_0 * (1 + permittivity) / 2
                       * distance_nm * 1e-9)
pA_rep = boltzmann(E + np.array([repulsion, 0, 0]), kT)[A]
lifetime_H_ps = 1e12 / (nu * k_lifted[H].sum())

# ---- output ----
print(f"temperature {T:.0f} K, kT = {kT:.5f} eV")
print(f"attempt rate {nu:.1e} 1/s")
print(f"site energies A, H, B: {E[A]:.2f}, {E[H]:.2f}, {E[B]:.2f} eV")
print(f"intrinsic barriers A-H, H-B: {E0[(A,H)]:.2f}, {E0[(H,B)]:.2f} eV")
print(f"raw barriers H->A, A->H: {chain[(A,H)]-E[H]:.3f}, {chain[(A,H)]-E[A]:.3f} eV")
print(f"raw barriers H->B, B->H: {chain[(H,B)]-E[H]:.3f}, {chain[(H,B)]-E[B]:.3f} eV")
print(f"lifted barriers H->A, A->H: {-kT*np.log(k_lifted[H,A])+0.0:.3f}, "
      f"{-kT*np.log(k_lifted[A,H]):.3f} eV")
print(f"size of negative barrier c = {c:.3f} eV = {c/HARTREE:.6f} hartree")
print(f"error factor exp(c/kT) = {np.exp(c/kT):.2f}")
for name, p in (("raw", p_raw), ("reset", p_reset), ("lifted", p_lifted)):
    print(f"chain, {name}: A {p[A]:.4f}, B {p[B]:.4f}, H {p[H]:.3e}")
print(f"Monte Carlo, {steps} hops: A reset {mc['reset'][A]:.3f}, "
      f"lifted {mc['lifted'][A]:.3f}")
print(f"initial energy drift from equilibrium, reset: {energy_drift:.3e} eV/s")
for temperature in (423.0, 573.0):
    print(f"A at {temperature:.0f} K: reset {chain_occupancy('reset', temperature)[A]:.4f}"
          f", lifted {chain_occupancy('lifted', temperature)[A]:.4f}")
print(f"loop: intrinsic barrier A-B {E0_direct:.2f} eV")
print(f"loop, reset: A {p_loop[A]:.4f}, B {p_loop[B]:.4f}, H {p_loop[H]:.3e}")
print(f"loop, lifted: A {p_loop_lifted[A]:.4f}, B {p_loop_lifted[B]:.4f}")
print(f"loop driving energy {affinity:.3f} eV per turn")
print(f"loop current A->H->B->A, reset: {currents[1]:.1f} turns/s")
print(f"lattice gas: {sites} sites, 3 particles, bond {bond:.2f} eV, E0 {E0_gas:.2f} eV")
print(f"bond energy actually simulated after reset: {weak_bond:.3f} eV")
print(f"mean broken bonds: reset {broken_reset:.5f}, lifted {broken_lifted:.5f}")
print(f"site occupancy: reset {(gas_reset@occupied)[0]:.3f}, "
      f"lifted {(gas_lifted@occupied)[0]:.3f}")
print(f"random networks tested: {trials}")
print(f"tunnelling: barrier wavenumber {barrier_wavenumber:.0f} 1/cm, "
      f"rate factor H-B {tunnel:.2f}")
print(f"O-H modes at A: {modes[0]:.0f}, {modes[1]:.0f}, {modes[2]:.0f} 1/cm")
print(f"modes softer at B by {100*softening:.0f} %: B shifts by {vib_shift:.4f} eV")
print(f"A with vibrational shift, lifted: {pA_vib:.4f}")
print(f"second proton at {distance_nm:.1f} nm, permittivity {permittivity:.0f}: "
      f"{repulsion:.4f} eV")
print(f"A with this repulsion at A only, lifted: {pA_rep:.4f}")
print(f"mean life of H, lifted: {lifetime_H_ps:.3f} ps")
print(f"attempt period 1/nu: {1e12/nu:.3f} ps")
print(f"relaxation time: reset {1e3*tau_reset:.4f} ms, lifted {1e3*tau_lifted:.4f} ms")
print(f"purge time {purge_time:.0f} s")
print("all good")
```

Running it gives:

```
temperature 473 K, kT = 0.04076 eV
attempt rate 1.0e+13 1/s
site energies A, H, B: 0.00, 0.80, 0.04 eV
intrinsic barriers A-H, H-B: 0.30, 0.50 eV
raw barriers H->A, A->H: -0.100, 0.700 eV
raw barriers H->B, B->H: 0.120, 0.880 eV
lifted barriers H->A, A->H: 0.000, 0.800 eV
size of negative barrier c = 0.100 eV = 0.003675 hartree
error factor exp(c/kT) = 11.63
chain, raw: A 0.7274, B 0.2726, H 2.177e-09
chain, reset: A 0.1866, B 0.8134, H 6.494e-09
chain, lifted: A 0.7274, B 0.2726, H 2.177e-09
Monte Carlo, 400000 hops: A reset 0.190, lifted 0.731
initial energy drift from equilibrium, reset: 1.851e+05 eV/s
A at 423 K: reset 0.1616, lifted 0.7498
A at 573 K: reset 0.2288, lifted 0.6921
loop: intrinsic barrier A-B 0.90 eV
loop, reset: A 0.3016, B 0.6984, H 1.025e-08
loop, lifted: A 0.7274, B 0.2726
loop driving energy 0.100 eV per turn
loop current A->H->B->A, reset: 2460.7 turns/s
lattice gas: 6 sites, 3 particles, bond 0.30 eV, E0 0.10 eV
bond energy actually simulated after reset: 0.250 eV
mean broken bonds: reset 0.00432, lifted 0.00127
site occupancy: reset 0.500, lifted 0.500
random networks tested: 200
tunnelling: barrier wavenumber 1000 1/cm, rate factor H-B 1.48
O-H modes at A: 3600, 900, 700 1/cm
modes softer at B by 5 %: B shifts by -0.0172 eV
A with vibrational shift, lifted: 0.6366
second proton at 0.6 nm, permittivity 100: 0.0475 eV
A with this repulsion at A only, lifted: 0.4540
mean life of H, lifted: 0.095 ps
attempt period 1/nu: 0.100 ps
relaxation time: reset 0.0467 ms, lifted 0.1821 ms
purge time 5 s
all good
```
